# Berzins–Delahay peak current for reversible metal deposition at unit activity

**Q.** You sweep the potential of a metal electrode steadily in the cathodic direction, in a still solution of its own ions. The driving force grows all the time. Why should the current pass through a peak at all?

**A.** Because the potential controls the concentration at the surface, while the current measures how fast ions arrive there. Let the reaction be \(\mathrm{M}^{n+}+n\mathrm{e}^-\to\mathrm{M(s)}\), let \(c\) be the bulk ion concentration and \(c_s(t)\) the concentration at the surface. I count cathodic current as positive and sweep as

\[
E(t)=E_{\rm eq}-vt,\qquad v>0,
\]

starting at the equilibrium potential \(E_{\rm eq}\). If charge transfer is fast enough to keep the surface at equilibrium, Nernst's equation holds there at every moment:

\[
E=E^{\circ\prime}+\frac{RT}{nF}\ln\frac{c_s}{c^\circ a_{\rm M}} .
\]

Here \(c^\circ\) is the standard concentration, and \(E^{\circ\prime}\) contains the ion's activity coefficient, taken as constant. The deposit is bulk metal, so \(a_{\rm M}=1\). At the start \(c_s=c\), hence \(E_{\rm eq}=E^{\circ\prime}+(RT/nF)\ln(c/c^\circ)\). Subtracting this from the equation at time \(t\) gives

\[
-vt=\frac{RT}{nF}\ln\frac{c_s}{c}
\quad\Longrightarrow\quad
c_s(t)=c\,e^{-\sigma t},\qquad \sigma=\frac{nFv}{RT}.
\]

The surface concentration cannot fall below zero, so each further step of potential removes less of it than the step before, while the depleted zone goes on thickening. The current turns down once the thickening wins. That happens well before the surface is empty: at the peak found below, \(c_s\) is still 43% of \(c\).

**Q.** That makes a peak plausible, but it gives no number. What transport law do you use?

**A.** Linear diffusion towards a flat electrode, with constant \(D\) and enough inert electrolyte that the electric field moves few of the metal ions. With \(C(x,t)\) the concentration at distance \(x\) from the metal,

\[
\frac{\partial C}{\partial t}=D\frac{\partial^2C}{\partial x^2},\quad
C(x,0)=C(\infty,t)=c,\quad
i=nFAD\left.\frac{\partial C}{\partial x}\right|_{x=0}.
\]

The sign is right: during deposition \(C\) increases away from the metal, so \(i>0\).

Now set \(\theta=\sigma t\), \(y=x\sqrt{\sigma/D}\) and \(u=C/c\). The left side of the diffusion equation becomes \(c\sigma u_\theta\), and the right side becomes \(Dc(\sigma/D)u_{yy}=c\sigma u_{yy}\). Therefore

\[
u_\theta=u_{yy},\qquad u(0,\theta)=e^{-\theta}.
\]

The current becomes

\[
i=nFADc\sqrt{\frac{\sigma}{D}}\,u_y(0,\theta)
=nFAc\sqrt{D\sigma}\;\chi(\theta),\qquad \chi=u_y(0,\theta).
\]

No parameter remains in the scaled problem, so the height of its peak must be a pure number.

**Q.** You still need the gradient at the surface, and you know only the value there.

**A.** The diffusion equation ties the two together. Let \(w=1-u\) be the depletion, which is zero everywhere at \(\theta=0\), and let a hat denote the Laplace transform in \(\theta\) with variable \(s\). Then

\[
s\hat w=\hat w_{yy}\quad\Longrightarrow\quad
\hat w(y,s)=\hat w_0(s)\,e^{-\sqrt{s}\,y},
\]

where \(w_0(\theta)=w(0,\theta)\). The growing exponential is excluded because the depletion vanishes far away. Since \(u_y=-w_y\),

\[
\hat\chi(s)=\sqrt{s}\,\hat w_0(s).
\]

To return to time, I need the function whose transform is \(1/\sqrt s\). It is \(1/\sqrt{\pi\theta}\), as the substitution \(\theta=q^2\) shows:

\[
\int_0^\infty\frac{e^{-s\theta}}{\sqrt{\pi\theta}}\,d\theta
=\frac{2}{\sqrt\pi}\int_0^\infty e^{-sq^2}dq
=\frac{1}{\sqrt s}.
\]

Write \(\sqrt s\,\hat w_0=(s\hat w_0)/\sqrt s\). The transform of \(w_0'\) is \(s\hat w_0-w_0(0)\), and here \(w_0(0)=0\) because the sweep starts at equilibrium. The product of two transforms is the transform of a convolution, so

\[
\chi(\theta)=\frac1{\sqrt\pi}\int_0^\theta
\frac{w_0'(\tau)}{\sqrt{\theta-\tau}}\,d\tau .
\]

Each small lowering of the surface concentration starts a current that decays as the inverse square root of its age. The total current is the sum of these decaying pieces.

**Q.** Then put in your exponential and show me the current.

**A.** From \(w_0=1-e^{-\theta}\) we have \(w_0'(\tau)=e^{-\tau}\). Substitute \(\theta-\tau=z^2\), so that \(d\tau=-2z\,dz\). The limits \(\tau=0\) and \(\tau=\theta\) become \(z=\sqrt\theta\) and \(z=0\), and the minus sign reverses their order:

\[
\chi=\frac1{\sqrt\pi}\int_0^{\sqrt\theta}
\frac{e^{-\theta+z^2}}{z}\,2z\,dz
=\frac{2}{\sqrt\pi}\,e^{-\theta}\int_0^{\sqrt\theta}e^{z^2}dz .
\]

Dawson's function is defined by

\[
\mathrm{Daw}(x)=e^{-x^2}\int_0^x e^{z^2}dz,
\]

so the whole current curve is

\[
i(t)=\frac{2}{\sqrt\pi}\,nFAc\sqrt{D\sigma}\;
\mathrm{Daw}\!\left(\sqrt{\sigma t}\right).
\]

**Q.** Does it behave sensibly at the two ends?

**A.** For small \(x\) both exponentials are close to 1 and \(\mathrm{Daw}(x)\approx x\). The current therefore starts from zero as \(\chi\approx2\sqrt{\theta/\pi}\).

For large \(x\), compare \(\int_0^xe^{z^2}dz\) with \(e^{x^2}/(2x)\). Both grow without limit, and the ratio of their derivatives is

\[
\frac{e^{x^2}}{e^{x^2}\left(1-\dfrac{1}{2x^2}\right)}\longrightarrow1 .
\]

By l'Hôpital's rule \(2x\,\mathrm{Daw}(x)\to1\). At \(x=10\) direct integration gives 1.005 for this product. Hence at late times

\[
\chi\to\frac{1}{\sqrt{\pi\theta}},\qquad
i\to nFAc\sqrt{\frac{D}{\pi t}} .
\]

This is the Cottrell current for a surface held at zero concentration. The sweep rate has dropped out, as it should once the surface is empty.

**Q.** A curve that rises from zero and decays to zero has a maximum, but it might have several. How do you find the one you need?

**A.** Differentiate the definition by the product rule:

\[
\mathrm{Daw}'(x)=-2x\,e^{-x^2}\!\int_0^xe^{z^2}dz+e^{-x^2}e^{x^2}
=1-2x\,\mathrm{Daw}(x).
\]

A second differentiation gives \(\mathrm{Daw}''=-2\,\mathrm{Daw}-2x\,\mathrm{Daw}'\). At a stationary point the last term vanishes, leaving \(\mathrm{Daw}''=-2\,\mathrm{Daw}<0\) for \(x>0\). Every stationary point is thus a maximum. Two maxima would need a minimum between them, which is impossible, so there is just one.

At its position \(x_p\) the condition \(1-2x_p\mathrm{Daw}(x_p)=0\) must be solved numerically. A power series for the purpose follows from \(\mathrm{Daw}'=1-2x\,\mathrm{Daw}\). With \(\mathrm{Daw}=\sum_k a_kx^{2k+1}\), equal powers give \(a_0=1\) and \((2k+1)a_k=-2a_{k-1}\). The root is

\[
x_p=0.92414,\qquad
\mathrm{Daw}(x_p)=\frac1{2x_p}=0.54104 .
\]

The peak of the scaled current is therefore

\[
\chi_p=\frac{2}{\sqrt\pi}\,\frac{1}{2x_p}
=\frac{1}{\sqrt\pi\,x_p}=0.6105,
\qquad \theta_p=x_p^2=0.8540 .
\]

Restoring the units, with \(\sigma=nFv/RT\) and \(E_p=E_{\rm eq}-v\theta_p/\sigma\),

\[
i_p=0.6105\,nFAc\sqrt{\frac{nFvD}{RT}},\qquad
E_p=E_{\rm eq}-0.854\,\frac{RT}{nF}.
\]

The first formula is the Berzins–Delahay equation. With the other quantities fixed, the peak grows as \(c\), \(\sqrt D\), \(\sqrt v\) and \(n^{3/2}\). The distance of the peak from \(E_{\rm eq}\) does not depend on \(v\) or \(c\), although \(E_{\rm eq}\) itself moves with \(c\).

**Q.** All of this rests on your transform. Have you compared it with the diffusion equation itself?

**A.** Yes. The scaled equation was stepped forward on a grid with the surface value \(e^{-\theta}\), without using the convolution or Dawson's function. The peak came out at 0.6105 and \(\theta=0.854\). Between \(\theta=0.1\) and \(3\), the largest difference in \(\chi\) from the formula was \(5\times10^{-5}\).

**Q.** I know a smaller coefficient for a reversible couple whose two forms both stay in solution. Does unit activity really make the difference?

**A.** The same convolution settles it. Suppose the product is soluble, absent at first, and has the same \(D\). The sum of the two concentrations obeys the diffusion equation, starts uniform at \(c\), and has no flux at the surface, since one ion leaves for each product particle formed. It therefore stays equal to \(c\), and the surface product concentration is \(c-c_s\).

Let \(p=nF(E^{\circ\prime}-E)/RT\), where \(E^{\circ\prime}\) now belongs to the soluble couple. Nernst's equation reads \(c_s/(c-c_s)=e^{-p}\). With \(w_0=1-c_s/c\) this is \((1-w_0)/w_0=e^{-p}\), so

\[
w_0=\frac1{1+e^{-p}},\qquad
\frac{dw_0}{dp}=\frac{e^{-p}}{(1+e^{-p})^2}=\frac1{4\cosh^2(p/2)} .
\]

For a sweep that begins far on the positive side, where \(w_0\approx0\),

\[
\chi(p)=\frac{1}{\sqrt\pi}\int_{-\infty}^{p}
\frac{d\tau}{4\cosh^2(\tau/2)\sqrt{p-\tau}} .
\]

Its numerical maximum is 0.4463. At equal \(n,A,c,D,T\) and \(v\), the deposition peak is 1.37 times higher. In both cases the surface depletion rises from 0 to 1 in total. For the metal its rate starts at 1 and decays, whereas for the soluble product it never exceeds \(1/4\).

**Q.** What if I begin the sweep somewhat past equilibrium?

**A.** Then 0.6105 is no longer exact. Let the potential jump at \(t=0\) to \(E_{\rm eq}-p_0RT/nF\) and be swept from there. The surface value is \(u=e^{-p_0-\theta}\), so \(w_0(0)=1-e^{-p_0}\) is not zero. Keeping it in the transform gives

\[
\hat\chi=\frac{s\hat w_0-w_0(0)}{\sqrt s}+\frac{w_0(0)}{\sqrt s}.
\]

Since \(w_0'=e^{-p_0}e^{-\theta}\), this becomes

\[
\chi=e^{-p_0}\frac{2}{\sqrt\pi}\mathrm{Daw}(\sqrt\theta)
+\frac{1-e^{-p_0}}{\sqrt{\pi\theta}} .
\]

The second term is a Cottrell spike from the initial jump, and the first is reduced by \(e^{-p_0}\). The Berzins–Delahay result returns at \(p_0=0\). For a small jump the height of the local maximum changes little (0.6125 at \(p_0=0.1\)), though it comes earlier; by \(p_0=0.3\) the current only falls and no such maximum remains.

**Q.** Give me a case with real units.

**A.** Take silver deposited on a silver disc of radius 1.5 mm, so \(n=1\) and \(A=0.07069\ \mathrm{cm^2}\). The solution holds 5.0 mM silver ions in roughly 1 M nitrate, at 298.15 K, swept at 50 mV/s. A rough typical diffusion coefficient is \(1.6\times10^{-5}\ \mathrm{cm^2/s}\). With \(RT/F=25.693\) mV,

\[
\sigma=\frac{50}{25.693}=1.946\ \mathrm{s^{-1}} .
\]

Using \(c=5.0\times10^{-6}\ \mathrm{mol/cm^3}\), the current density scale is

\[
Fc\sqrt{D\sigma}=96485\times5.0\times10^{-6}
\sqrt{1.6\times10^{-5}\times1.946}
=2.69\times10^{-3}\ \mathrm{A/cm^2}.
\]

The peak is \(0.6105\times2.69=1.64\ \mathrm{mA/cm^2}\), or 116 µA for the disc. It occurs after \(0.854/1.946=0.44\) s, at \(0.854\times25.69=21.9\) mV negative of equilibrium.

**Q.** How much silver has been laid down by then? I doubt that "bulk metal" means much so early.

**A.** On silver it does, because the metal was there beforehand. The area under \(\chi\) up to the peak is 0.4323, so the charge per area is

\[
Q=\frac{2.692\ \mathrm{mA/cm^2}}{1.946\ \mathrm{s^{-1}}}\times0.4323
=0.598\ \mathrm{mC/cm^2}.
\]

Multiplying \(Q/F\) by the molar volume, \(107.87/10.49\ \mathrm{cm^3/mol}\), gives a mean thickness of 0.64 nm. Taking the cube root of the atomic volume, 0.258 nm, as one layer, this is about 2.5 layers. If the formula were applied to a foreign substrate, it would place the peak at a deposit that thin. Unit activity is doubtful there, so the peak may differ in height, position and thickness, and a nucleation barrier could delay the deposition. Neither effect is included here.

**Q.** Even on silver, charge transfer is not infinitely fast and the solution has resistance.

**A.** Both can be put into the surface condition. Let \(i_0\) be the exchange current density. Choosing a transfer coefficient of \(1/2\), the Butler–Volmer equation is

\[
\frac{i}{A}=i_0\left[\frac{c_s}{c}e^{p/2}-e^{-p/2}\right],
\qquad p=\theta-\frac{nF}{RT}\,iR_\Omega .
\]

For \(i_0\to\infty\) the bracket must vanish, which returns \(c_s/c=e^{-p}\). The resistance of a disc set in an insulating plane, with distant counter and reference electrodes and no resistance compensation, is \(R_\Omega=1/(4\kappa a)\). It follows from the electrostatic capacitance \(8\varepsilon a\) of a thin disc, half of which faces the solution, and from \(R_\Omega C_{\rm el}=\varepsilon/\kappa\). A rough conductivity of 0.10 S/cm gives 16.7 Ω. This formula assumes the same solution potential all over the disc; a uniform current density would give a mean value about 8% higher. For \(i_0\) I take 30 mA/cm², a rough value and the least certain input.

Solving this condition together with diffusion gives:

| Included | Coefficient | \(E_p-E_{\rm eq}\) (mV) |
|---|---:|---:|
| neither | 0.6105 | −21.9 |
| kinetics | 0.595 | −24.8 |
| resistance | 0.605 | −25.1 |
| both | 0.590 | −27.8 |

Together they lower the peak by 3.4% relative to the ideal value.

**Q.** The ohmic drop at the ideal peak is \(0.116\ \mathrm{mA}\times16.7\ \Omega=1.9\) mV. Yet resistance alone moves the peak by 3.1 mV. Is that not inconsistent?

**A.** It would be if the drop were constant. The potential that the surface feels is \(E+iR_\Omega\), and it changes at the rate \(-v+R_\Omega\,di/dt\). While the current rises, the surface is swept more slowly than the instrument says. The resistance changes the history of the surface as well as its final potential, so the shift need not equal the drop at the peak.

**Q.** What else would a real cell add, and would the formula serve for a plating bath?

**A.** For this example the other effects estimated here each change the peak height by less than 2%. A rough double-layer capacitance of 30 µF/cm² draws 1.5 µA/cm², or 0.09% of the peak. Silver ions carry about 0.3% of the bulk current by migration. The diffusion length \(\sqrt{D/\sigma}=28.7\) µm is 1.9% of the disc radius, which sets the scale of edge diffusion. To first order in this ratio, the edge of a disc in an insulating plane adds \((1-e^{-\theta})\sqrt{D/\sigma}/a\) to \(\chi\). That raises the peak by about 1.8%, more than the resistance lowers it, and moves it about 0.6 mV further negative. Natural convection typically leaves a still layer of roughly 200 µm, seven diffusion lengths. A simulation with the bulk concentration fixed at that distance gave the same 1.64 mA/cm².

The example belongs to voltammetry in a dilute solution; 5 mM is far below the silver content of usual plating baths. At fixed disc size, conductivity and sweep rate, the ohmic drop grows with \(c\), nearly in proportion while it is small, so the small correction found here cannot be carried over to them. Silver baths also often hold the metal as complexes, for which the simple reaction and the chosen \(i_0\) need not apply.

Nor is there a free choice of sweep rate. At fixed \(i_0\), the current scale grows as \(\sqrt v\), so a faster sweep increases the influence of kinetics and resistance. A slower one lengthens the diffusion layer as \(1/\sqrt v\) and brings in edges and convection. The formula is useful between these limits. For this cell, with the assumed \(i_0\), 50 mV/s lies between them and the peak height is right to a few per cent. The peak potential is less robust: kinetics and resistance move it from 21.9 to 27.8 mV negative of equilibrium, about a quarter further. Both figures depend on \(i_0\): at 10 mA/cm² kinetics and resistance lower the peak by about 8%, and at 3 mA/cm² by about 18%.

## Table of computed values

```
Dawson maximum: position x_p = 0.924139
Dawson maximum: value = 0.541044
peak coefficient = 0.610503
scaled peak time theta_p = 0.854033
2x Daw(x) at x = 10: 1.00508
diffusion simulation: coefficient = 0.61050
diffusion simulation: theta_p = 0.8540
largest curve error, theta 0.1 to 3 = 5.3e-05
soluble product: coefficient = 0.4463
ratio deposit/soluble = 1.368
-- silver example: inputs --
electrons per ion = 1
temperature = 298.15 K
sweep rate = 50 mV/s
silver ion concentration = 5.0 mM
diffusion coefficient (rough) = 1.6e-05 cm2/s
disc radius = 1.5 mm
conductivity (rough) = 0.10 S/cm
exchange current density (rough) = 30 mA/cm2
capacitance (rough) = 30 uF/cm2
stagnant layer (rough) = 200 um
molar mass = 107.87 g/mol
metal density = 10.49 g/cm3
-- silver example: results --
disc area = 0.07069 cm2
RT/(nF) = 25.693 mV
sigma = 1.9461 1/s
diffusion length sqrt(D/sigma) = 28.67 um
current density scale = 2.6920 mA/cm2
peak current density = 1.6435 mA/cm2
same from simulation = 1.6435 mA/cm2
peak current of disc = 116.17 uA
peak potential - E_eq = -21.94 mV
time of peak = 0.4388 s
scaled charge up to peak = 0.4323
charge up to peak = 598.0 uC/cm2
deposit thickness at peak = 0.637 nm
cube root of atomic volume = 0.258 nm
thickness in such layers = 2.47
-- neglected effects --
disc resistance = 16.67 ohm
ohmic drop at ideal peak = 1.94 mV
exchange current/current scale = 11.14
ohmic drop of scale/(RT/nF) = 0.1234
kinetics only: coefficient = 0.5952
kinetics only: E_p - E_eq = -24.77 mV
ohmic only: coefficient = 0.6050
ohmic only: E_p - E_eq = -25.06 mV
both: coefficient = 0.5898
both: E_p - E_eq = -27.77 mV
peak lowered by both = 3.4 %
charging/peak current = 0.091 %
bulk migration share = 0.30 %
diffusion length/radius = 1.91 %
stagnant layer/diffusion length = 6.98
```
